# Landau-Zener transitions in a driven two-band electron by norm-preserving steps

A uniform field drives an electron through the narrowest point of a gap $E_g$ between two bands. If the bands arise from two linear bands of velocities $\pm v$ that cross and are joined by a constant coupling $E_g/2$, and the force is $eF$, an electron that starts in the lower band ends in the upper one with probability

$$P=\exp\left(-\frac{\pi E_g^2}{4\hbar v\,eF}\right).$$

This holds for one coherent passage that begins and ends far from the gap. It can be reproduced numerically by steps that are unitary whatever their length. A gap of 40 meV, a velocity of $10^6$ m/s and a field of 0.010 MV/cm give $P=0.148$ both ways.

## From the band to one parameter

In the basis of velocity eigenstates the Hamiltonian is

$$H=\hbar v(k\sigma_z+q\sigma_y)+\Delta\sigma_x,\qquad \Delta=E_g/2,$$

where $k$ lies along the force and $q$ across it. The energies are $\pm\sqrt{\Delta^2+\hbar^2v^2(k^2+q^2)}$. The force changes $k$ at the rate $eF/\hbar$ and leaves $q$ alone. With time counted from $k=0$, $\hbar vk=v\,eFt=\alpha t/2$, where $\alpha=2v\,eF$ is the sweep rate: the rate at which the energies of the two velocity states separate.

Take $q=0$ first. In $i\hbar\,d\psi/dt=(\tfrac12\alpha t\,\sigma_z+\Delta\sigma_x)\psi$ put $t=s\sqrt{\hbar/\alpha}$ and divide by $\sqrt{\hbar\alpha}$. With $\psi=(a,b)$ and a prime for $d/ds$,

$$ia'=\tfrac{s}{2}a+\delta b,\qquad ib'=\delta a-\tfrac{s}{2}b,\qquad \delta=\frac{\Delta}{\sqrt{\hbar\alpha}}.$$

Gap, velocity and field enter through $\delta$ alone. I call $\sqrt{\hbar/\alpha}$ the sweep time.

## Two steps by hand

Let $\delta=0.5$, start from $(a,b)=(1,0)$ at $s=-0.1$, and take two steps of length $d=0.2$. During each step the Hamiltonian is frozen at its midpoint value $h\cdot\sigma$, with $h=(\delta,0,s/2)$. Since $(n\cdot\sigma)^2=1$ for the unit vector $n=h/|h|$, the even and odd terms of the exponential series sum separately:

$$U=e^{-id\,h\cdot\sigma}=\cos\varphi-i\sin\varphi\;n\cdot\sigma,\qquad \varphi=|h|d.$$

The first midpoint is $s=0$. There $h=(0.5,0,0)$ and $\varphi=0.1$, so

$$a=\cos0.1=0.9950,\qquad b=-i\sin0.1=-0.0998i.$$

The second midpoint is $s=0.2$, where $h=(0.5,0,0.1)$, $|h|=0.5099$ and $\varphi=0.1020$. Then $\cos\varphi=0.9948$, $n_x\sin\varphi=0.0998$ and $n_z\sin\varphi=0.0200$. The new amplitudes are

$$a=(0.9948-0.0200i)(0.9950)+(-0.0998i)(-0.0998i)=0.9799-0.0199i,$$

$$b=(-0.0998i)(0.9950)+(0.9948+0.0200i)(-0.0998i)=0.0020-0.1986i.$$

The populations are 0.9605 and 0.0395, and their sum is still one. An explicit Euler step, $1-id\,h\cdot\sigma$, would have turned $(1,0)$ into $(1,-0.1i)$ at once, with squared norm 1.01.

## The step in general

For any real $h(t)$ the step is the same formula with $\varphi=|h|\,dt/\hbar$. It is unitary because

$$U^\dagger U=(\cos\varphi+i\sin\varphi\,n\cdot\sigma)(\cos\varphi-i\sin\varphi\,n\cdot\sigma)=\cos^2\varphi+\sin^2\varphi=1.$$

The Euler step instead gives $(1+i\varphi n\cdot\sigma)(1-i\varphi n\cdot\sigma)=1+\varphi^2$, so its norm grows at every step. For small $\varphi$ the factors multiply to $\exp(\sum\varphi^2)$. From $s=-10$ to $10$ with $\delta=0.5$ and $d=0.01$, the exponent is

$$d\int_{-10}^{10}\left(\frac{s^2}{4}+\delta^2\right)ds=0.01\,(166.7+5)=1.717.$$

The predicted squared norm is 5.57, and the Euler run gives 5.56.

Unitarity does not make a step accurate. To find its error, write $H=H_m+\tau H'$ around the midpoint, with $\tau$ from $-d/2$ to $d/2$. The linear term integrates to zero at first order. At second order the exact evolution contains $-\int\!\!\int_{\tau_1>\tau_2}H(\tau_1)H(\tau_2)$, for which

$$\int\!\!\int_{\tau_1>\tau_2}\tau_1=\frac{d^3}{12},\qquad \int\!\!\int_{\tau_1>\tau_2}\tau_2=-\frac{d^3}{12}.$$

The exact evolution minus the step is therefore

$$-\frac{d^3}{12}[H',H_m]=-\frac{i\,d^3}{12}\,\delta\,\sigma_y$$

to order $d^3$, since $H'=\sigma_z/2$ and $[\sigma_z,\sigma_x]=2i\sigma_y$. Later unitary steps do not enlarge an error, and a fixed interval holds a number of steps proportional to $1/d$. The total error is thus of order $d^2$. On the same interval, compared with an adaptive integrator, the error of the unit-norm state is $1.2\times10^{-4}$ at $d=0.04$ and falls by a factor of 4.00 at each of two halvings.

## Why the probability is exponential

A common phase, $a=e^{-is^2/4}A$, $b=e^{-is^2/4}B$, removes the energy $s/2$ from the first equation:

$$iA'=\delta B,\qquad iB'=\delta A-sB.$$

The first equation gives $B=iA'/\delta$. Inserted in the second, it yields

$$A''-isA'+\nu A=0,\qquad \nu=\delta^2.$$

Because $s$ appears only linearly, an exponential integral solves this equation:

$$A(s)=\int_C e^{ius}\,e^{-iu^2/2}\,u^{-1+i\nu}\,du.$$

Let $G=e^{-iu^2/2}u^{i\nu}$, so that the integrand is $e^{ius}G/u$. The three terms of the equation multiply it by $-u^2$, $su$ and $\nu$. In the middle term, $s\,e^{ius}=-i\,d(e^{ius})/du$, and integration by parts replaces $sG$ by $iG'=(u-\nu/u)G$. The sum is $(-u+u-\nu/u+\nu/u)G=0$, provided $G$ vanishes at the ends of $C$. It does so along $\arg u=-\pi/4$, where $|e^{-iu^2/2}|=e^{-|u|^2/2}$. Let $C$ come in from infinity at that angle, circle $u=0$ once counterclockwise, and return with $\arg u=7\pi/4$.

**Before the passage.** For $s\to-\infty$ turn both legs down to the direction $-i$. Both exponentials stay bounded on the way, and $e^{ius}$ decays. With $u=w/|s|$ the Gaussian factor tends to one, and

$$A\to|s|^{-i\nu}K,\qquad K=\int e^{-iw}w^{-1+i\nu}\,dw,$$

where $\arg w$ runs from $-\pi/2$ to $3\pi/2$. Integrating by parts and shrinking the loop onto its legs gives

$$K=-\frac{i}{\nu}e^{\pi\nu/2}\left(e^{-2\pi\nu}-1\right)\Gamma(1+i\nu),$$

which is not zero, because the gamma function has no zeros. The derivative $A'$ carries an extra factor $iu=iw/|s|$, so $B\to0$. The electron is in state $a$, whose energy $s/2$ is then the lower one.

**After the passage.** For $s\to+\infty$ complete the square:

$$ius-\frac{iu^2}{2}=\frac{is^2}{2}-\frac{i(u-s)^2}{2}.$$

On the line $u=s+re^{3\pi i/4}$ the integrand falls as $e^{-r^2/2}$. This line runs from infinity at $-\pi/4$ to infinity at $3\pi/4$ and passes above $u=0$. The contour can therefore follow the line, make a hairpin around $u=0$ from the direction $3\pi/4$, and follow the line back. On the line $|u|\ge s/\sqrt2$, so it adds to $A$ only a term of order $1/s$. In $A'$ the factor $iu$ makes that term finite: this is the part of the electron that ends in $b$.

The legs of the hairpin can be turned to the direction $+i$, again with bounded exponentials. Put $u=w/s$ and then $w=e^{i\pi}\tilde w$. The exponential becomes $e^{-i\tilde w}$, $dw/w$ is unchanged, and $w^{i\nu}=e^{-\pi\nu}\tilde w^{i\nu}$. What remains is the integral $K$, so

$$A\to s^{-i\nu}e^{-\pi\nu}K.$$

Since $|s^{-i\nu}|=1$, the modulus of $a$ has been multiplied by $e^{-\pi\nu}$. State $a$ is now the upper band, and

$$P=e^{-2\pi\delta^2}=\exp\left(-\frac{2\pi\Delta^2}{\hbar\alpha}\right).$$

With $\Delta=E_g/2$ and $\alpha=2v\,eF$ this is the opening formula. As a numerical test, the contour integral at $s=-8$, propagated to $s=8$ with $\delta=0.5$ and $d=0.001$, agrees with the integral there to $6\times10^{-8}$ of the norm.

The fast limit has a direct check. For small $\delta$, $a\approx e^{-is^2/4}$ throughout, and the amplitude that reaches $b$ has modulus $\delta\,|\int e^{-is^2/2}ds|=\delta\sqrt{2\pi}$. Hence $1-P\approx2\pi\delta^2$, as the exponential gives. In the slow limit $P$ is exponentially small and the electron stays in its band.

**Transverse momentum.** For $q\ne0$ a constant rotation about the $z$ axis of spin turns $\Delta\sigma_x+\hbar vq\,\sigma_y$ into $\sqrt{\Delta^2+\hbar^2v^2q^2}\,\sigma_x$. It changes only phases of $a$ and $b$. Thus $E_g^2$ becomes $E_g^2+(2\hbar vq)^2$, and $P$ gains the factor $\exp(-\pi\hbar vq^2/eF)$.

## Where to start and what to measure

A computation must stop at finite $s$. There the upper band is no longer pure $a$: first-order mixing by the coupling $\delta$ across the energy difference $s$ gives it an admixture $\delta/s$ of $b$. When $\delta/s$ is much smaller than $\sqrt P$, interference makes $|a|^2$ oscillate about $P$ by $2\sqrt{P(1-P)}\,\delta/s$.

Projection on the instantaneous bands is better. Let $\tan\theta=2\delta/s$, and take $(\cos\frac\theta2,\sin\frac\theta2)$ and $(-\sin\frac\theta2,\cos\frac\theta2)$ as upper and lower states. Differentiating them gives a coupling $\theta'/2\approx-\delta/s^2$ between the band amplitudes, whose relative phase turns at the rate $s$. Integrating this oscillating coupling from $s$ to infinity leaves an amplitude $\delta/s^3$ to leading order, and a population error up to $2\sqrt{P(1-P)}\,\delta/s^3$.

For $\delta=0.5$, with $P=0.208$, the largest errors are:

| Range of $s$ | Velocity basis | Band basis |
|---|---|---|
| 18 to 22 | $2.3\times10^{-2}$ | $6.9\times10^{-5}$ |
| 36 to 44 | $1.1\times10^{-2}$ | $9.0\times10^{-6}$ |

The ratios are 1.99 and 7.7, against 2 and 8. The run began at $s=-100$, which by the same estimate can add $4\times10^{-7}$, enough to account for the second shortfall.

The algorithm is then:

1. Choose times $\pm T$ many sweep times from the crossing, and a step that keeps $\varphi$ small even at the ends.
2. Start in the lower eigenvector of $H(-T)$.
3. Apply $U$ with $h$ taken at the midpoint of each step.
4. Project on the upper eigenvector of $H(T)$ and square.
5. Halve the step and widen the window until the result is steady.

## Several gaps and fields

Take $v=10^6$ m/s, which is 1 nm/fs, and $\hbar=0.6582$ eV fs. A field of 0.010 MV/cm exerts a force of 0.0010 eV/nm, so $\alpha=0.0020$ eV/fs and the sweep time is 18.1 fs. For a gap of 0.040 eV,

$$\frac{\pi(0.040)^2}{4(0.6582)(1)(0.0010)}=1.909,\qquad P=e^{-1.909}=0.148.$$

Propagation over 100 sweep times on each side, in steps of 0.004 sweep times, gives for $P$:

| Gap (meV) | 0.005 MV/cm | 0.010 MV/cm | 0.020 MV/cm |
|---|---|---|---|
| 20 | 0.3850 | 0.6205 | 0.7877 |
| 40 | 0.0220 | 0.1482 | 0.3850 |
| 60 | 0.00019 | 0.0136 | 0.1167 |

The value 0.3850 appears twice because doubling the gap and quadrupling the field leaves $E_g^2/F$ unchanged. The largest difference from the formula, relative to $P$, is $1.3\times10^{-4}$. It belongs to the smallest probability, where a given amplitude error weighs most. The norm stays at one within $4\times10^{-14}$.

At $q=0.022$ nm$^{-1}$ the transverse factor is $1/e$ for a field of 0.010 MV/cm, and propagation with a gap of 40 meV gives 0.0545. The value 0.148 is thus the maximum over $q$, not an average over a sheet.

## Beside a real sheet of graphene

These parameters are rough values for graphene aligned on hexagonal boron nitride, where gaps are some tens of meV. At 0.010 MV/cm the numerical window reaches band energies near 1.8 eV, beyond the linear bands of graphene; it serves the asymptotic formula. The following estimates are for 40 meV and 0.010 MV/cm.

- **Gap.** At fixed field and velocity, a gap 10% larger multiplies the exponent by 1.21 and lowers $P$ to 0.10; one 10% smaller raises it to 0.21. An uncertain or uneven gap therefore matters greatly.
- **Temperature.** Passages down have the same probability as passages up, so the net transfer is $P$ times the difference in occupation. For a neutral sheet in equilibrium at the gap edges this difference is 0.91 at 77 K and 0.37 at 300 K, which reduces 0.148 to 0.134 and 0.055. Electrons that were last in equilibrium farther from the gap suffer a smaller reduction.
- **Scattering.** The length $E_g/eF$, over which the field supplies the gap energy, is covered at velocity $v$ in $E_g/(v\,eF)=40$ fs. With a rough scattering time of 500 fs, the chance of a collision in that time is $1-e^{-0.08}=0.077$. The populations take longer than this to settle, so the chance during the whole transition is larger. The effect of collisions on $P$ is not computed here.
- **Moiré pattern.** A rough period of 14 nm puts the minizone edge at a band energy of 0.17 eV. A passage of the linear bands cut off at these edges, with no moiré potential, gives 0.1488 instead of 0.1482; any gaps that open at the edges themselves are not treated. The sign and size of this small shift depend on the exact period, because the error of a finite passage oscillates with its end points. A scalar potential of 10 meV in each of six harmonics lowers the velocity by 0.5%. With the gap held at 40 meV, this lowers $P$ by 1.0% of its value. The same potential also narrows the gap, by about 1.0%, to 39.6 meV if the bare coupling stays at 20 meV. Since the exponent goes as $E_g^2/v$, the two changes together then raise $P$ by about 3%.
- **Lattice bands.** With the full honeycomb bands, $P$ changes by $-0.34\%$ of its value for a force perpendicular to the line joining the two valleys. This is for one sense of the force, the only one the program runs. Along this direction the phase of the intersublattice coupling turns at the rate $eFa/(4\sqrt3\,\hbar)$, with $a=0.246$ nm, and removing it shifts the half-gap by $\pm eFa/(8\sqrt3)=0.018$ meV. That is 0.089% of $\Delta$, and $2\times1.909\times0.089\%=0.34\%$. The sign reverses with the force, to $+0.34\%$, and also with the choice of which sublattice lies higher. For a force along that line $P$ rises by about $7\times10^{-6}$ of its value, the exponent 1.909 times $\Delta^2/12t^2$ with hopping $t=3.09$ eV. The printed $3.9\times10^{-6}$ does not resolve this, because it moves by about $2\times10^{-5}$ when the half-window changes by one sweep time.

Repeated coherent passages, interactions between carriers and the field of the charge they create are left out. The formula gives a transition probability for one electron, not the current of a device. The full numerical output follows.

## Calculated quantities

```
SCALED TESTS, delta = 0.50
step 0.04: state error 1.202e-04
step 0.02: state error 3.004e-05
step 0.01: state error 7.509e-06
error ratios on halving: 4.000, 4.000
Euler squared norm, step 0.01: 5.559 (predicted 5.566)
contour integral vs propagation: 6.3e-08
limit probability: 0.20788
velocity-basis error, s near 20, 40: 2.26e-02, 1.14e-02
band-basis error, s near 20, 40: 6.93e-05, 8.99e-06
their ratios: 1.99 and 7.71
GRID: velocity 1.0e+06 m/s
half-window 100 and step 0.004 sweep times
gap meV | field MV/cm | exponent | P propagated | P formula
20 | 0.005 | 0.9546 | 0.384973 | 0.384972
20 | 0.010 | 0.4773 | 0.620461 | 0.620461
20 | 0.020 | 0.2386 | 0.787694 | 0.787694
40 | 0.005 | 3.8183 | 0.021964 | 0.021964
40 | 0.010 | 1.9092 | 0.148204 | 0.148204
40 | 0.020 | 0.9546 | 0.384973 | 0.384972
60 | 0.005 | 8.5913 | 0.000186 | 0.000186
60 | 0.010 | 4.2956 | 0.013628 | 0.013628
60 | 0.020 | 2.1478 | 0.116739 | 0.116739
largest relative difference: 1.3e-04
largest norm error: 3.1e-14
CENTRAL CASE: gap 40 meV, field 0.010 MV/cm
force: 0.0010 eV/nm
sweep rate alpha: 0.0020 eV/fs
sweep time: 18.14 fs; step: 0.0726 fs
scaled coupling delta: 0.5512
probability from formula: 0.1482
tunnelling length gap/force: 40.0 nm
transverse 1/e width: 0.0220 1/nm
P at that width: 0.05452 (formula 0.05452)
NEGLECTED EFFECTS, central case
lattice constant: 0.246 nm; hopping: 3.090 eV
relative change of P, honeycomb x, y: 3.9e-06, -3.4e-03
moire period: 14 nm; G: 0.5182 1/nm
band energy at minizone edge G/2: 0.172 eV
P for passage between minizone edges: 0.1488
largest such change of P on the grid: 0.0025
moire potential: 10 meV per harmonic
velocity change: -0.51 %; relative change of P: -0.98 %
gap transit: 40.0 fs; scattering time: 500 fs
chance of scattering in transit: 0.077
gap-edge occupation difference, 77 K: 0.906
gap-edge occupation difference, 300 K: 0.369
```
